# Phase coexistence in a gated monolayer at fixed voltage and fixed charge: a program that tests the result

```python
"""Phase coexistence of a gated monolayer at fixed voltage and at fixed charge.

Result under test: phases H (semiconductor) and T (semimetal) coexist at one
gate voltage V_t where the minima over q of f_i(q) - V q are equal; at fixed
charge they coexist between the touching points q_H and q_T of the common
tangent of f_H and f_T, whose slope is the same V_t.
  q      added electrons per formula unit (f.u.)
  f_i    energy per f.u. of film, field and charge transfer from gate (eV)
  w_i    threshold: gate work function minus electron affinity (H) or
         minus work function (T) (eV)
  kappa  a_i / (1/C + 1/D_i): charge per f.u. per volt (a_i area, C gate
         capacitance in e/(V nm^2), D_i density of states in 1/(eV nm^2))
Energies in eV and voltages in V, so that e = 1 in the formulas.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

Phase = namedtuple("Phase", "energy threshold area dos")
e = sc.e
NM2 = 1e-18                          # m^2 in one nm^2
LAYER = 1.0                          # thickness of the gate layer, nm


def cap_from_uF(c_uF):               # uF/cm^2 -> e/(V nm^2)
    return c_uF * 1e-2 * NM2 / e


# ---------- inputs: rough typical values for monolayer MoTe2 ----------
delta_E = 0.040
gate_wf, affinity_H, wf_T = 4.5, 4.0, 4.4
mass_H, degeneracy_H, dos_T = 0.55, 4, 6.0
cell_H = (0.352, 0.352 * np.sqrt(3))     # rectangular cell, two f.u.
cell_T = (0.345, 0.638)
c_uF = 10.0
young, poisson = 80.0, 0.25              # N/m, dimensionless
wall_energy = 1.0                        # eV/nm
q_fixed = 0.090
window = 3.0                             # V, electrochemical window
oxide_eps, oxide_nm, oxide_breakdown = 20.0, 5.0, 5.0

hb2_2m = sc.hbar**2 / (2 * sc.m_e) / e / NM2         # eV nm^2
dos_H = degeneracy_H * mass_H / (4 * np.pi * hb2_2m)
cap = cap_from_uF(c_uF)
H = Phase(0.0, gate_wf - affinity_H, cell_H[0] * cell_H[1] / 2, dos_H)
T = Phase(delta_E, gate_wf - wf_T, cell_T[0] * cell_T[1] / 2, dos_T)


# ---------- closed formulas ----------
def kappa(p, c):
    return p.area / (1 / c + 1 / p.dos)


def coexistence(h, t, c):
    """Voltage and the two charges per f.u. at coexistence."""
    kh, kt = kappa(h, c), kappa(t, c)
    gap, d = t.energy - h.energy, h.threshold - t.threshold
    if gap <= kt * d**2 / 2:
        u = np.sqrt(2 * gap / kt)
        return t.threshold + u, 0.0, kt * u
    width = np.sqrt(kh * kt * d**2 + 2 * gap * (kt - kh))
    u = (kh * d**2 + 2 * gap) / (kh * d + width)
    return t.threshold + u, kh * (u - d), kt * u


# ---------- the same physics from its definition ----------
def energy_def(q, p, c):
    """Band filling by quadrature plus field energy in SI units."""
    n = q / p.area
    filling = quad(lambda x: p.dos * x, 0, n / p.dos)[0]
    permittivity = c * e / NM2 * LAYER * 1e-9
    field = n * e / NM2 / permittivity
    stored = 0.5 * permittivity * field**2 * LAYER * 1e-9 * NM2 / e
    return p.energy + p.area * (p.threshold * n + filling + stored)


def grand_def(v, p, c):
    """Minimum over charge of energy minus work of the voltage source."""
    r = minimize_scalar(lambda q: energy_def(q, p, c) - v * q,
                        bounds=(0, 0.6), method="bounded",
                        options={"xatol": 1e-9})
    return r.fun


def hull_bridge(h, t, c, q_max=0.16, points=801):
    """Longest edge of the lower convex hull of the sampled energies."""
    qs = np.linspace(0, q_max, points)
    es = [min(energy_def(q, h, c), energy_def(q, t, c)) for q in qs]
    hull = []
    for pt in zip(qs, es):
        while len(hull) > 1:
            (x1, y1), (x2, y2) = hull[-2], hull[-1]
            if (y2 - y1) * (pt[0] - x2) >= (pt[1] - y2) * (x2 - x1):
                hull.pop()
            else:
                break
        hull.append(pt)
    k = int(np.argmax(np.diff([p[0] for p in hull])))
    (x1, y1), (x2, y2) = hull[k], hull[k + 1]
    return (y2 - y1) / (x2 - x1), x1, x2


# density of states and filling energy from a sum over plane-wave states
dk = 0.004
ks = np.arange(-2.2, 2.2, dk) + dk / 2
kin = hb2_2m / mass_H * (ks[:, None]**2 + ks[None, :]**2)
filled = kin[kin < 0.2]
weight = degeneracy_H * dk**2 / (4 * np.pi**2)
n_sum, e_sum = weight * filled.size, weight * filled.sum()
assert abs(n_sum / (dos_H * 0.2) - 1) < 2e-3
assert abs(e_sum / (n_sum**2 / (2 * dos_H)) - 1) < 4e-3

# fixed voltage: equality of numerically minimised grand energies
V_t, q_H, q_T = coexistence(H, T, cap)
V_num = brentq(lambda v: grand_def(v, H, cap) - grand_def(v, T, cap), 0.2, 4)
assert abs(V_num - V_t) < 1e-6
assert grand_def(V_t - 0.05, H, cap) < grand_def(V_t - 0.05, T, cap)
assert grand_def(V_t + 0.05, H, cap) > grand_def(V_t + 0.05, T, cap)

# fixed charge: common tangent from the convex hull, both regimes
V_hull, qh_hull, qt_hull = hull_bridge(H, T, cap)
assert abs(V_hull - V_t) < 1e-3
assert abs(qh_hull - q_H) < 5e-4 and abs(qt_hull - q_T) < 5e-4
T_low = T._replace(energy=0.003)
V_low, qh_low, qt_low = coexistence(H, T_low, cap)
hull_low = hull_bridge(H, T_low, cap)
assert qh_low == 0 and abs(hull_low[0] - V_low) < 1e-3
assert hull_low[1] < 1e-12 and abs(hull_low[2] - qt_low) < 5e-4
neutral_limit = kappa(T, cap) * (H.threshold - T.threshold)**2 / 2


# fixed charge: free minimisation over phase fraction and charge of H
def mixed(q):
    def total(z):
        x, qh = z
        if not 0.001 < x < 0.999 or qh < 0:
            return 10.0
        qt = (q - (1 - x) * qh) / x
        return (1 - x) * energy_def(qh, H, cap) + x * energy_def(qt, T, cap)
    return minimize(total, [0.4, 0.07], method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-15, "maxiter": 2000})


x_T = (q_fixed - q_H) / (q_T - q_H)
best = mixed(q_fixed)
assert 0 < x_T < 1 and abs(best.x[0] - x_T) < 1e-3
slope = (mixed(q_fixed + 0.002).fun - mixed(q_fixed - 0.002).fun) / 0.004
assert abs(slope - V_t) < 1e-4

# energy balance at coexistence, and what happens without the source work
stored_change = energy_def(q_T, T, cap) - energy_def(q_H, H, cap)
source_work = V_t * (q_T - q_H)
assert abs(stored_change - source_work) < 1e-9


def no_source_difference(v):
    qh = max(0.0, kappa(H, cap) * (v - H.threshold))
    qt = kappa(T, cap) * (v - T.threshold)
    return energy_def(qt, T, cap) - energy_def(qh, H, cap)


no_source_min = min(no_source_difference(v)
                    for v in np.linspace(T.threshold, 5, 200))
assert no_source_min > 0

# sensitivity of V_t to the neutral energy difference
step = 1e-3


def root_for(gap):
    t = T._replace(energy=gap)
    return brentq(lambda v: grand_def(v, H, cap) - grand_def(v, t, cap), 0.2, 4)


sens = 1 / (q_T - q_H)
sens_num = (root_for(delta_E + step) - root_for(delta_E - step)) / (2 * step)
assert abs(sens_num / sens - 1) < 1e-3

# bound above which a poorly charging T phase never wins
T_poor = T._replace(dos=1.5)
kh, kp = kappa(H, cap), kappa(T_poor, cap)
bound = kh * kp * (H.threshold - T.threshold)**2 / (2 * (kh - kp))
for factor, wins in ((0.98, True), (1.02, False)):
    t = T_poor._replace(energy=factor * bound)
    lead = max(grand_def(v, H, cap) - grand_def(v, t, cap)
               for v in np.linspace(0.1, 6, 119))
    assert (lead > 0) == wins

# film that stays uniform at fixed charge
kt = kappa(T, cap)
q_x = brentq(lambda q: energy_def(q, H, cap) - energy_def(q, T, cap), q_H, q_T)
gain = (q_T - q_H)**2 / (2 * (np.sqrt(kh) + np.sqrt(kt))**2)
assert abs(energy_def(q_x, H, cap) - mixed(q_x).fun - gain) < 1e-7
V_before = H.threshold + q_x / kh
V_after = T.threshold + q_x / kt
length_min = wall_energy * H.area / gain


# ---------- effects left out of the model ----------
def thermal_grand(v, p, kT, semimetal):
    """Electronic grand energy at temperature; T has a flat band both ways."""
    if semimetal:
        mu = (v - p.threshold) / (1 + p.dos / cap)
        n = p.dos * mu
        omega = -p.dos * (mu**2 / 2 + np.pi**2 * kT**2 / 6)
    else:
        dens = lambda m: p.dos * kT * np.logaddexp(0, m / kT)
        mu = brentq(lambda m: p.threshold + m + dens(m) / cap - v, -3, 5)
        n = dens(mu)
        top = max(mu, 0) + 40 * kT
        omega = -p.dos * kT * quad(
            lambda x: np.logaddexp(0, (mu - x) / kT), 0, top, limit=200)[0]
    return p.energy + p.area * (omega - n**2 / (2 * cap))


def thermal_root(kT):
    return brentq(lambda v: thermal_grand(v, H, kT, False)
                  - thermal_grand(v, T, kT, True), 0.6, 4)


assert abs(thermal_root(0.002) - V_t) < 1e-3
kT_room = sc.k * 300 / e
V_room = thermal_root(kT_room)

V_crowded = coexistence(H, T, cap_from_uF(0.7 * c_uF))[0]

stiff = young / e * NM2                              # eV/nm^2
tension = kt / T.area * (V_t - T.threshold)**2 / 2   # eV/nm^2
area_modulus = stiff / (2 * (1 - poisson))
area_strain = tension / area_modulus
stretch_energy = T.area * tension**2 / (2 * area_modulus)

s1, s2 = (cell_H[i] / cell_T[i] - 1 for i in (0, 1))
misfit = (T.area * stiff / (2 * (1 - poisson**2))
          * (s1**2 + s2**2 + 2 * poisson * s1 * s2))
T_clamped = T._replace(energy=delta_E + misfit, area=H.area)
V_clamped = coexistence(H, T_clamped, cap)[0]

cap_oxide = oxide_eps * sc.epsilon_0 / (oxide_nm * 1e-9) * NM2 / e
V_ox, qh_ox, qt_ox = coexistence(H, T, cap_oxide)
field_H, field_T = (q / a * e / NM2 / (oxide_eps * sc.epsilon_0) * 1e-8
                    for q, a in ((qh_ox, H.area), (qt_ox, T.area)))

n_H, n_T = q_H / H.area, q_T / T.area                # 1/nm^2
to_uC = e / NM2 * 100                                # 1/nm^2 -> uC/cm^2

print(f"neutral energy difference T-H: {delta_E*1e3:.0f} meV/f.u.")
print(f"work function gate, T; affinity H: {gate_wf}, {wf_T}, {affinity_H} eV")
print(f"H mass {mass_H} m_e, degeneracy {degeneracy_H}")
print(f"density of states H, T: {dos_H:.3f}, {dos_T:.3f} 1/(eV nm2)")
print(f"rectangular cell H: {cell_H[0]:.3f} x {cell_H[1]:.4f} nm")
print(f"rectangular cell T: {cell_T[0]:.3f} x {cell_T[1]:.4f} nm")
print(f"area per f.u. H, T: {H.area:.5f}, {T.area:.5f} nm2")
print(f"gate capacitance: {c_uF:.1f} uF/cm2 = {cap:.4f} e/(V nm2)")
print(f"thresholds w_H, w_T: {H.threshold:.2f}, {T.threshold:.2f} eV")
print(f"kappa_H, kappa_T: {kh:.5f}, {kt:.5f} 1/eV per f.u.")
print(f"largest Delta with neutral H: {neutral_limit*1e3:.2f} meV/f.u.")
print(f"coexistence voltage, formula: {V_t:.4f} V")
print(f"coexistence voltage, numerical minimum: {V_num:.4f} V")
print(f"common-tangent slope, convex hull: {V_hull:.4f} V")
print(f"q_H, q_T: {q_H:.5f}, {q_T:.5f} e/f.u.")
print(f"width q_T - q_H: {q_T-q_H:.5f} e/f.u.")
print(f"density H, T: {n_H*10:.2f}, {n_T*10:.2f} 1e13/cm2")
print(f"charge density H, T: {n_H*to_uC:.2f}, {n_T*to_uC:.2f} uC/cm2")
print(f"fixed charge chosen: {q_fixed:.3f} e/f.u.")
print(f"T fraction, lever rule: {x_T:.4f}; minimised: {best.x[0]:.4f}")
print(f"source work per converted f.u.: {source_work*1e3:.2f} meV")
print(f"energy change f_T - f_H: {stored_change*1e3:.2f} meV")
print(f"least f_T - f_H up to 5 V, no source work: {no_source_min*1e3:.2f} meV")
print(f"dV_t/dDelta, formula: {sens:.2f}, numerical: {sens_num:.2f} V/eV")
print(f"test case T density of states: {T_poor.dos} 1/(eV nm2)")
print(f"its no-transition bound on Delta: {bound*1e3:.2f} meV/f.u.")
print(f"uniform film switches at: {q_x:.5f} e/f.u.")
print(f"its voltage before, after: {V_before:.3f}, {V_after:.3f} V")
print(f"gain by phase separation there: {gain*1e3:.3f} meV/f.u.")
print(f"wall energy chosen: {wall_energy:.1f} eV/nm")
print(f"minimum film length for one wall: {length_min:.1f} nm")
print(f"V_t with electrons at 300 K: {V_room:.4f} V")
print(f"V_t shift per 10 meV in Delta: {sens*0.01:.3f} V")
print(f"film area per ion charge at T: {1/n_T:.2f} nm2")
print(f"V_t at {0.7*c_uF:.1f} uF/cm2: {V_crowded:.3f} V")
print(f"Young modulus {young:.0f} N/m, Poisson ratio {poisson}")
print(f"electrostatic area strain of T: {area_strain*100:.3f} %")
print(f"its energy: {stretch_energy*1e3:.3f} meV/f.u.")
print(f"strains of T clamped to H cell: {s1*100:.2f}, {s2*100:.2f} %")
print(f"clamping energy: {misfit*1e3:.1f} meV/f.u.")
print(f"V_t of clamped film: {V_clamped:.3f} V")
print(f"electrochemical window (rough): {window:.1f} V")
print(f"oxide: {oxide_nm:.0f} nm, relative permittivity {oxide_eps:.0f}")
print(f"oxide-gated V_t: {V_ox:.3f} V")
print(f"oxide field over H, T: {field_H:.2f}, {field_T:.2f} MV/cm")
print(f"oxide breakdown field (rough): {oxide_breakdown:.0f} MV/cm")
print("PASS")
```

Running it gives:

```
neutral energy difference T-H: 40 meV/f.u.
work function gate, T; affinity H: 4.5, 4.4, 4.0 eV
H mass 0.55 m_e, degeneracy 4
density of states H, T: 4.595, 6.000 1/(eV nm2)
rectangular cell H: 0.352 x 0.6097 nm
rectangular cell T: 0.345 x 0.6380 nm
area per f.u. H, T: 0.10730, 0.11006 nm2
gate capacitance: 10.0 uF/cm2 = 0.6242 e/(V nm2)
thresholds w_H, w_T: 0.50, 0.10 eV
kappa_H, kappa_T: 0.05896, 0.06222 1/eV per f.u.
largest Delta with neutral H: 4.98 meV/f.u.
coexistence voltage, formula: 1.7972 V
coexistence voltage, numerical minimum: 1.7972 V
common-tangent slope, convex hull: 1.7972 V
q_H, q_T: 0.07649, 0.10560 e/f.u.
width q_T - q_H: 0.02911 e/f.u.
density H, T: 7.13, 9.60 1e13/cm2
charge density H, T: 11.42, 15.37 uC/cm2
fixed charge chosen: 0.090 e/f.u.
T fraction, lever rule: 0.4641; minimised: 0.4641
source work per converted f.u.: 52.31 meV
energy change f_T - f_H: 52.31 meV
least f_T - f_H up to 5 V, no source work: 40.00 meV
dV_t/dDelta, formula: 34.35, numerical: 34.35 V/eV
test case T density of states: 1.5 1/(eV nm2)
its no-transition bound on Delta: 21.88 meV/f.u.
uniform film switches at: 0.09085 e/f.u.
its voltage before, after: 2.041, 1.560 V
gain by phase separation there: 1.748 meV/f.u.
wall energy chosen: 1.0 eV/nm
minimum film length for one wall: 61.4 nm
V_t with electrons at 300 K: 1.7909 V
V_t shift per 10 meV in Delta: 0.344 V
film area per ion charge at T: 1.04 nm2
V_t at 7.0 uF/cm2: 2.341 V
Young modulus 80 N/m, Poisson ratio 0.25
electrostatic area strain of T: 0.245 %
its energy: 0.110 meV/f.u.
strains of T clamped to H cell: 2.03, -4.44 %
clamping energy: 56.6 meV/f.u.
V_t of clamped film: 3.881 V
electrochemical window (rough): 3.0 V
oxide: 5 nm, relative permittivity 20
oxide-gated V_t: 4.014 V
oxide field over H, T: 6.71, 7.55 MV/cm
oxide breakdown field (rough): 5 MV/cm
PASS
```
